**Bloch finite elements for a silicon/germanium superlattice**

The program solves \(K_qc=\lambda_hM_qc\) for elastic waves in a periodic multilayer, where \(\lambda=\omega^2\), \(q\) is the Bloch wavenumber, \(p\) the element degree and \(h\) the element length. Reference frequencies come from a separate transfer-matrix calculation. The program asserts that the stiffness matrix is Hermitian for real \(q\), that the errors of the fourth mode are positive with orders within 0.2 of \(2p\) for \(p=1\) to 4, and that the leading error constant holds within 5 %. It also asserts the projection bound, the error identity, the uniform-crystal limit and the rigid translations. The measured orders are 2.00, 3.98, 5.96 and 7.84. On uniform meshes that miss an interface, the fourth mode's error is asserted to match the unresolved strain energy within 5 %; its measured order is 1.59 for \(p=2\) and 1.03 for \(p=3\). Order one is asserted for that energy on tiny elements, and directly for the fifth mode's error when only the straddling element shrinks. The last lines give rough sizes of effects outside the model, of which misfit strain, at about 5 % in frequency, is the largest.

## Numerical check

```python
"""Bloch finite elements for phonons in a periodic elastic multilayer.

Result under test: with nodes on all interfaces, degree-p elements and a real
Bloch phase give a Hermitian pencil K c = lambda M c, lambda = omega^2, whose
eigenvalues lie above the true ones by an amount of order h^(2p).
An element that straddles an interface with a strain jump lowers the limiting
order to one. The reference is the transfer matrix of the elastic equations.

Displacement: u_x = U(z) exp(i kx x), u_z = i V(z) exp(i kx x), w = (U, V).
Material tuple: C11, C12, C44 in GPa and density in g/cm^3.
Lengths are in nm and times in ps; GPa/(g/cm^3) = (nm/ps)^2.
mu = exp(i theta) is the Bloch factor over one period, theta = q d.
"""
import numpy as np
from math import factorial, pi
from scipy.linalg import eig, eigh, expm, svd
from scipy.optimize import brentq
from scipy.constants import k as boltzmann, h as planck

SI = (165.0, 65.0, 80.0, 2.3)      # rough values for silicon
GE = (130.0, 50.0, 65.0, 5.3)      # rough values for germanium
LAYERS = [(6.0, SI), (4.0, GE)]
PERIOD = sum(t for t, _ in LAYERS)
INTERFACE = LAYERS[0][0]
KX = 0.3
THETA = 0.6 * pi
MU = np.exp(1j * THETA)
TRACTION_UNIT = 100.0              # GPa, balances the state vector
VALUE_PART = np.array([[1.0, 0], [0, 0], [0, -1.0]])   # times kx
SLOPE_PART = np.array([[0.0, 0], [0, 1.0], [1.0, 0]])


def stiffness(mat):
    c11, c12, c44, _ = mat
    return np.array([[c11, c12, 0], [c12, c11, 0], [0, 0, c44]])


def quadrature(edges, layers, p, kx, ng):
    """Yield weight, z, layer, dofs, value matrix and strain matrix."""
    ends = np.cumsum([t for t, _ in layers])
    powers = np.arange(p + 1)
    coef = np.linalg.inv(np.vander(np.linspace(-1, 1, p + 1), increasing=True))
    gx, gw = np.polynomial.legendre.leggauss(ng)
    for el, (a, b) in enumerate(zip(edges[:-1], edges[1:])):
        cuts = [a] + [z for z in ends if a + 1e-9 < z < b - 1e-9] + [b]
        dofs = np.arange(2 * p * el, 2 * p * (el + 1) + 2)
        for lo, hi in zip(cuts[:-1], cuts[1:]):
            layer = int(np.searchsorted(ends, (lo + hi) / 2))
            for x, wt in zip(gx, gw):
                z = (lo + hi) / 2 + x * (hi - lo) / 2
                s = (2 * z - a - b) / (b - a)
                shape = s**powers @ coef
                slope = (powers * s**np.maximum(powers - 1, 0)) @ coef
                slope = slope * 2 / (b - a)
                value = np.kron(shape, np.eye(2))
                strain = (np.kron(shape, kx * VALUE_PART)
                          + np.kron(slope, SLOPE_PART))
                yield wt * (hi - lo) / 2, z, layer, dofs, value, strain


def assemble(edges, layers, p, kx):
    size = 2 * (p * (len(edges) - 1) + 1)
    K, M = np.zeros((size, size)), np.zeros((size, size))
    for wt, _, lay, dofs, value, strain in quadrature(edges, layers, p, kx, p + 1):
        mat = layers[lay][1]
        block = np.ix_(dofs, dofs)
        K[block] += wt * strain.T @ stiffness(mat) @ strain
        M[block] += wt * mat[3] * value.T @ value
    return K, M


def phase_matrix(size, mu):
    P = np.eye(size, size - 2, dtype=complex)
    P[-2:, :2] = mu * np.eye(2)
    return P


def constrain(matrix, mu):
    """Test functions carry the factor that cancels the end tractions."""
    left = phase_matrix(len(matrix), 1 / np.conj(mu))
    return left.conj().T @ matrix @ phase_matrix(len(matrix), mu)


def aligned(layers, n):
    edges, start = [0.0], 0.0
    for t, _ in layers:
        edges.extend(start + t * np.arange(1, n + 1) / n)
        start += t
    return np.array(edges)


def fem(edges, layers, p, kx=KX, mu=MU, count=6):
    K, M = assemble(edges, layers, p, kx)
    return eigh(constrain(K, mu), constrain(M, mu),
                subset_by_index=[0, count - 1])


def generator(lam, mat, kx=KX):
    """d/dz of (U, V, t1, t2) from Hooke's and Newton's laws."""
    c11, c12, c44, rho = mat
    s = TRACTION_UNIT
    dU = np.array([0, kx, s / c44, 0])
    dV = np.array([-c12 * kx / c11, 0, 0, s / c11])
    dt1 = np.array([(kx**2 * c11 - rho * lam) / s, 0, 0, 0]) + kx * c12 / s * dV
    dt2 = np.array([0, -rho * lam / s, -kx, 0])
    return np.array([dU, dV, dt1, dt2])


def transfer(lam):
    T = np.eye(4)
    for t, mat in LAYERS:
        T = expm(generator(lam, mat) * t) @ T
    return T


def dispersion(omega):
    T = transfer(omega**2)
    tr = np.trace(T)
    return (2 * np.cos(2 * THETA) - 2 * tr * np.cos(THETA)
            + (tr**2 - np.trace(T @ T)) / 2)


def layer_points(ng=20):
    gx, gw = np.polynomial.legendre.leggauss(ng)
    start = 0.0
    for lay, (t, _) in enumerate(LAYERS):
        for x, wt in zip(gx, gw):
            yield lay, start + t * (1 + x) / 2, wt * t / 2
        start += t


def exact_mode(lam):
    """Normalised state vector as a function of z and layer."""
    gens = [generator(lam, mat) for _, mat in LAYERS]
    first = svd(transfer(lam) - MU * np.eye(4))[2][-1].conj()
    begins = [first, expm(gens[0] * LAYERS[0][0]) @ first]
    offsets = [0.0, LAYERS[0][0]]

    def raw(z, lay):
        return expm(gens[lay] * (z - offsets[lay])) @ begins[lay]
    norm = sum(wt * LAYERS[lay][1][3] * np.sum(abs(raw(z, lay)[:2])**2)
               for lay, z, wt in layer_points())
    return gens, lambda z, lay: raw(z, lay) / np.sqrt(norm)


def exact_strain(gens, y, lay):
    return KX * VALUE_PART @ y[:2] + SLOPE_PART @ (gens[lay] @ y)[:2]


def error_constant(p):
    return (factorial(p) / factorial(2 * p))**2 / (2 * p + 1)


def predicted_error(mode, p, n):
    gens, state = mode
    total = 0.0
    for lay, z, wt in layer_points():
        t, mat = LAYERS[lay]
        deriv = (np.linalg.matrix_power(gens[lay], p + 1) @ state(z, lay))[:2]
        density = mat[2] * abs(deriv[0])**2 + mat[0] * abs(deriv[1])**2
        total += wt * (t / n)**(2 * p) * density
    return error_constant(p) * total


def unresolved_energy(mode, edges, p):
    """Energy of the exact w' left by its best degree p-1 fit per element."""
    gens, state = mode
    gx, gw = np.polynomial.legendre.leggauss(p + 4)
    total = 0.0
    for a, b in zip(edges[:-1], edges[1:]):
        inside = a + 1e-9 < INTERFACE < b - 1e-9
        cuts = [a, INTERFACE, b] if inside else [a, b]
        places, weights, slopes = [], [], []
        for lo, hi in zip(cuts[:-1], cuts[1:]):
            lay = int((lo + hi) / 2 > INTERFACE)
            mat = LAYERS[lay][1]
            for x, wt in zip(gx, gw):
                z = (lo + hi) / 2 + x * (hi - lo) / 2
                places.append((2 * z - a - b) / (b - a))
                weights.append(wt * (hi - lo) / 2 * np.array([mat[2], mat[0]]))
                slopes.append((gens[lay] @ state(z, lay))[:2])
        basis = np.polynomial.legendre.legvander(np.array(places), p - 1)
        roots_w, slopes = np.sqrt(np.array(weights)), np.array(slopes)
        for c in range(2):
            scaled = roots_w[:, c, None] * basis
            target = roots_w[:, c] * slopes[:, c]
            fit = np.linalg.lstsq(scaled, target, rcond=None)[0]
            total += np.sum(abs(target - scaled @ fit)**2)
    return total


# Reference modes by a root scan that knows nothing of the elements
grid = np.linspace(0.02, 6.0, 1500)
scan = [dispersion(w) for w in grid]
roots = [brentq(dispersion, grid[i], grid[i + 1], xtol=1e-14, rtol=1e-14)
         for i in range(len(grid) - 1) if scan[i] * scan[i + 1] < 0][:6]
assert len(roots) == 6
exact = np.array(roots)**2
for lam in exact:
    assert svd(transfer(lam) - MU * np.eye(4))[1][-1] < 1e-9
modes = [exact_mode(lam) for lam in exact]
fem_six = fem(aligned(LAYERS, 6), LAYERS, 4)[0]
assert np.max(abs(fem_six / exact - 1)) < 1e-6

# End tractions cancel: strain energy equals lambda times the unit norm
for lam, (gens, state) in zip(exact, modes):
    energy = 0.0
    for lay, z, wt in layer_points():
        eps = exact_strain(gens, state(z, lay), lay)
        energy += wt * (eps.conj() @ stiffness(LAYERS[lay][1]) @ eps).real
    assert abs(energy / lam - 1) < 1e-8

# Hermitian for a real phase, not Hermitian for a complex Bloch wavenumber
K, M = assemble(aligned(LAYERS, 4), LAYERS, 4, KX)


def asymmetry(A):
    return np.linalg.norm(A - A.conj().T) / np.linalg.norm(A)


asym_real = asymmetry(constrain(K, MU))
mu_decay = 1.3 * MU
asym_decay = asymmetry(constrain(K, mu_decay))
assert asym_real < 1e-13 and asym_decay > 1e-3
mass_min = np.linalg.eigvalsh(constrain(M, MU))[0]
assert mass_min > 0
assert np.linalg.eigvalsh(constrain(K, MU))[0] > -1e-9
decay_values = eig(constrain(K, mu_decay), constrain(M, mu_decay), right=False)
lam_decay = decay_values[np.argmin(abs(decay_values))]
assert np.min(abs(np.linalg.eigvals(transfer(lam_decay)) - mu_decay)) < 1e-4

# Uniform crystal: plane waves of the bulk wave equation, folded
uniform = [(6.0, SI), (4.0, SI)]
bulk = []
for m in range(-4, 5):
    qz = (THETA + 2 * pi * m) / PERIOD
    off = (SI[1] + SI[2]) * KX * qz
    wave = np.array([[SI[0] * KX**2 + SI[2] * qz**2, off],
                     [off, SI[2] * KX**2 + SI[0] * qz**2]]) / SI[3]
    bulk.extend(np.linalg.eigvalsh(wave))
bulk = np.sort(bulk)[:6]
uniform_error = np.max(abs(fem(aligned(uniform, 6), uniform, 4)[0] / bulk - 1))
assert uniform_error < 1e-6
rigid = fem(aligned(LAYERS, 4), LAYERS, 2, kx=0.0, mu=1.0, count=3)[0]
assert np.max(abs(rigid[:2])) < 1e-8 and rigid[2] > 0.1

# Constant of the best approximation of x^p/p! by degree p-1 on a unit cell
gx, gw = np.polynomial.legendre.leggauss(12)
for p in range(1, 5):
    root_w = np.sqrt(gw / 2)
    basis = root_w[:, None] * np.polynomial.legendre.legvander(gx, p - 1)
    target = root_w * ((1 + gx) / 2)**p / factorial(p)
    rest = target - basis @ np.linalg.lstsq(basis, target, rcond=None)[0]
    assert abs(rest @ rest / error_constant(p) - 1) < 1e-6

# Orders and leading constant for the fourth mode
J = 3
table = []
for p, n in [(1, 32), (2, 8), (3, 4), (4, 2)]:
    errs = [fem(aligned(LAYERS, m), LAYERS, p)[0][J] - exact[J]
            for m in (n, 2 * n)]
    order = np.log2(errs[0] / errs[1])
    ratio = errs[1] / predicted_error(modes[J], p, 2 * n)
    assert min(errs) > 0
    assert abs(order - 2 * p) < 0.2
    assert abs(ratio - 1) < 0.05
    table.append((p, n, errs[0] / exact[J], errs[1] / exact[J], order, ratio))
quadratic = fem(aligned(LAYERS, 16), LAYERS, 2)[0]
all_ratios = [(quadratic[i] - exact[i]) / predicted_error(modes[i], 2, 16)
              for i in range(6)]
assert np.max(abs(np.array(all_ratios) - 1)) < 0.05

# Projection bound and error identity on a coarse mesh
SHIFT = 1.0
coarse = aligned(LAYERS, 3)
K, M = assemble(coarse, LAYERS, 2, KX)
P = phase_matrix(len(K), MU)
coarse_values, coarse_vectors = fem(coarse, LAYERS, 2)
u_h = P @ coarse_vectors[:, J]
load = np.zeros((len(K), J + 1), dtype=complex)
strain_err = mass_err = 0.0
for wt, z, lay, dofs, value, strain in quadrature(coarse, LAYERS, 2, KX, 10):
    mat = LAYERS[lay][1]
    for j in range(J + 1):
        gens, state = modes[j]
        y = state(z, lay)
        eps = exact_strain(gens, y, lay)
        load[dofs, j] += wt * (strain.T @ stiffness(mat) @ eps
                               + SHIFT * mat[3] * value.T @ y[:2])
    de = eps - strain @ u_h[dofs]
    dw = y[:2] - value @ u_h[dofs]
    strain_err += wt * (de.conj() @ stiffness(mat) @ de).real
    mass_err += wt * mat[3] * np.sum(abs(dw)**2)
coarse_shift = coarse_values[J] - exact[J]
identity = strain_err - exact[J] * mass_err
assert abs(identity / coarse_shift - 1) < 1e-6
load = P.conj().T @ load
projected = np.linalg.solve(constrain(K + SHIFT * M, MU), load)
shifted = exact[:J + 1] + SHIFT
gram = np.diag(shifted) - projected.conj().T @ load
delta = np.linalg.norm(gram / shifted[:, None], 2)
assert delta < 0.5
bound = shifted[J] / (1 - 2 * delta) - SHIFT
assert exact[J] < coarse_values[J] < bound

# Jumps of w' and w'' at the interface, and their energy relative to lambda
mean_moduli = np.array([SI[2] + GE[2], SI[0] + GE[0]]) / 2
jumps, jump_energy = [], []
for lam, (gens, state) in zip(exact, modes):
    y = state(INTERFACE, 1)
    first = ((gens[1] - gens[0]) @ y)[:2]
    second = ((gens[1] @ gens[1] - gens[0] @ gens[0]) @ y)[:2]
    jumps.append((np.linalg.norm(first), np.linalg.norm(second)))
    jump_energy.append(np.sum(mean_moduli * abs(first)**2) / lam)
STRONG = int(np.argmax(jump_energy))

# Misaligned uniform meshes: the error is the unresolved strain energy.
# The interface always cuts its element at the fraction 0.4.
misaligned = []
for p in (2, 3):
    errs = []
    for n in (39, 79):
        edges = np.linspace(0, PERIOD, n + 1)
        errs.append(fem(edges, LAYERS, p)[0][J] - exact[J])
        ratio = errs[-1] / unresolved_energy(modes[J], edges, p)
        assert abs(ratio - 1) < 0.05
    order = np.log(errs[0] / errs[1]) / np.log(79 / 39)
    tiny = [unresolved_energy(
        modes[J], [INTERFACE - 0.4 * s, INTERFACE + 0.6 * s], p)
        for s in (1e-4, 5e-5)]
    limit = np.log2(tiny[0] / tiny[1])
    assert abs(limit - 1) < 0.1
    misaligned.append((p, errs[1] / exact[J], order, ratio, limit))

# Only the straddling element shrinks; the others resolve the mode well
shrinking = []
for p, n in [(2, 48), (3, 16)]:
    errs = []
    for size in (0.04, 0.02):
        edges = aligned(LAYERS, n)
        edges = np.sort(np.concatenate([
            np.delete(edges, n),
            [INTERFACE - 0.4 * size, INTERFACE + 0.6 * size]]))
        errs.append(fem(edges, LAYERS, p)[0][STRONG] - exact[STRONG])
    order = np.log2(errs[0] / errs[1])
    assert abs(order - 1) < 0.2
    shrinking.append((p, errs[1] / exact[STRONG], order))

# Rough sizes of neglected effects for the fourth mode
MISFIT, GRUENEISEN = 0.04, 1.0
strain_shift = GRUENEISEN * MISFIT * 2 * (1 - GE[1] / GE[0])
MIX = 0.5
mixed = tuple((a + b) / 2 for a, b in zip(SI, GE))
blurred = [(MIX / 2, mixed), (6 - MIX, SI), (MIX, mixed), (4 - MIX, GE),
           (MIX / 2, mixed)]
mix_shift = np.sqrt(fem(aligned(blurred, 4), blurred, 3)[0][J] / exact[J]) - 1
LATTICE_GE, EDGE_GE = 0.57, 2.4
shear_ge = np.sqrt(GE[2] / GE[3])
k_edge = 2 * pi / LATTICE_GE
k_mode = roots[J] / shear_ge
flattening = 1 - EDGE_GE / (shear_ge * k_edge / (2 * pi))
lattice_shift = flattening * (k_mode / k_edge)**2
SOFTENING, WARMING = 1e-4, 100.0
thermal_shift = SOFTENING * WARMING / 2
thermal_frequency = boltzmann * 300 / planck * 1e-12

print("Si rough C11, C12, C44 (GPa), density (g/cm3):", *SI)
print("Ge rough C11, C12, C44 (GPa), density (g/cm3):", *GE)
print(f"layers Si, Ge: {LAYERS[0][0]}, {LAYERS[1][0]} nm; period {PERIOD} nm")
print(f"kx = {KX} 1/nm; theta/pi = {THETA/pi:.2f}; q = {THETA/PERIOD:.5f} 1/nm")
for i in range(6):
    print(f"mode {i+1}: transfer matrix {roots[i]/(2*pi):.8f} THz, "
          f"elements p=4 n=6 {np.sqrt(fem_six[i])/(2*pi):.8f} THz")
print(f"mode 4: omega = {roots[J]:.6f} rad/ps, lambda = {exact[J]:.6f} 1/ps2")
print(f"relative asymmetry of K, real q: {asym_real:.1e}")
print(f"relative asymmetry of K, |mu| = {abs(mu_decay):.1f}: {asym_decay:.3f}")
print(f"lambda at that mu: {lam_decay.real:.5f} {lam_decay.imag:+.5f}i 1/ps2")
print(f"smallest eigenvalue of M (p=4, n=4): {mass_min:.4f} (nm g/cm3)")
print(f"uniform Si, largest relative lambda error: {uniform_error:.1e}")
print("mode 4, relative lambda errors with n and 2n elements per layer:")
for p, n, e1, e2, order, ratio in table:
    print(f" p={p} n={n}: {e1:.3e}, {e2:.3e}; order {order:.3f}; "
          f"error/prediction {ratio:.4f}")
for p in range(1, 5):
    print(f" constant c_{p} = {error_constant(p):.4e}; "
          f"unknowns at 2n: {2*p*2*2*table[p-1][1]}")
print("six modes, p=2 n=16, error/prediction:",
      " ".join(f"{r:.4f}" for r in all_ratios))
print(f"coarse mesh p=2 n=3: lambda_h - lambda = {coarse_shift:.6e} 1/ps2")
print(f" strain-energy error {strain_err:.6e} 1/ps2, mass error {mass_err:.6e}")
print(f" error identity gives {identity:.6e} 1/ps2")
print(f" shift sigma = {SHIFT} 1/ps2, delta = {delta:.4e}")
print(f" lambda_h = {coarse_values[J]:.6f}, upper bound {bound:.6f} 1/ps2")
for i in sorted({J, STRONG}):
    print(f"mode {i+1} at the interface: (jump of w'')/(jump of w') = "
          f"{jumps[i][1]/jumps[i][0]:.2f} 1/nm, "
          f"jump energy/lambda = {jump_energy[i]:.3e} 1/nm")
for p, err, order, ratio, limit in misaligned:
    print(f"mode 4 misaligned, 79 elements, p={p}: relative error {err:.3e}")
    print(f" order from 39 to 79: {order:.3f}; error/unresolved energy "
          f"{ratio:.4f}; limiting order {limit:.4f}")
for p, err, order in shrinking:
    print(f"mode {STRONG+1}, straddling element 0.04 to 0.02 nm, p={p}: "
          f"relative error {err:.3e}, order {order:.3f}")
print("rough neglected effects on the mode 4 frequency:")
print(f" misfit {MISFIT}, Grueneisen {GRUENEISEN}: {100*strain_shift:.1f} %")
print(f" {MIX} nm mixed interfaces: {100*mix_shift:+.2f} %")
print(f" Ge lattice {LATTICE_GE} nm, zone-edge shear {EDGE_GE} THz: "
      f"{-100*lattice_shift:.2f} %")
print(f" softening {SOFTENING:.0e} 1/K over {WARMING:.0f} K: "
      f"{-100*thermal_shift:.2f} %")
print(f"thermal frequency kB T/h at 300 K: {thermal_frequency:.2f} THz")
print("checks complete")
```

Output:

```
Si rough C11, C12, C44 (GPa), density (g/cm3): 165.0 65.0 80.0 2.3
Ge rough C11, C12, C44 (GPa), density (g/cm3): 130.0 50.0 65.0 5.3
layers Si, Ge: 6.0, 4.0 nm; period 10.0 nm
kx = 0.3 1/nm; theta/pi = 0.60; q = 0.18850 1/nm
mode 1: transfer matrix 0.20980529 THz, elements p=4 n=6 0.20980529 THz
mode 2: transfer matrix 0.29956318 THz, elements p=4 n=6 0.29956318 THz
mode 3: transfer matrix 0.41740743 THz, elements p=4 n=6 0.41740743 THz
mode 4: transfer matrix 0.58009190 THz, elements p=4 n=6 0.58009190 THz
mode 5: transfer matrix 0.60963899 THz, elements p=4 n=6 0.60963899 THz
mode 6: transfer matrix 0.76868196 THz, elements p=4 n=6 0.76868197 THz
mode 4: omega = 3.644825 rad/ps, lambda = 13.284748 1/ps2
relative asymmetry of K, real q: 7.5e-17
relative asymmetry of K, |mu| = 1.3: 0.046
lambda at that mu: 1.72292 -0.05082i 1/ps2
smallest eigenvalue of M (p=4, n=4): 0.2271 (nm g/cm3)
uniform Si, largest relative lambda error: 4.9e-08
mode 4, relative lambda errors with n and 2n elements per layer:
 p=1 n=32: 1.526e-03, 3.817e-04; order 1.999; error/prediction 0.9998
 p=2 n=8: 1.007e-04, 6.365e-06; order 3.984; error/prediction 0.9964
 p=3 n=4: 1.238e-05, 1.985e-07; order 5.963; error/prediction 0.9914
 p=4 n=2: 1.167e-05, 5.097e-08; order 7.839; error/prediction 0.9675
 constant c_1 = 8.3333e-02; unknowns at 2n: 256
 constant c_2 = 1.3889e-03; unknowns at 2n: 128
 constant c_3 = 9.9206e-06; unknowns at 2n: 96
 constant c_4 = 3.9368e-08; unknowns at 2n: 64
six modes, p=2 n=16, error/prediction: 0.9992 0.9991 0.9984 0.9964 0.9971 0.9942
coarse mesh p=2 n=3: lambda_h - lambda = 6.190627e-02 1/ps2
 strain-energy error 7.349970e-02 1/ps2, mass error 8.726873e-04
 error identity gives 6.190627e-02 1/ps2
 shift sigma = 1.0 1/ps2, delta = 4.6035e-03
 lambda_h = 13.346655, upper bound 13.417490 1/ps2
mode 4 at the interface: (jump of w'')/(jump of w') = 8.78 1/nm, jump energy/lambda = 1.276e-03 1/nm
mode 5 at the interface: (jump of w'')/(jump of w') = 1.51 1/nm, jump energy/lambda = 7.238e-03 1/nm
mode 4 misaligned, 79 elements, p=2: relative error 1.255e-05
 order from 39 to 79: 1.586; error/unresolved energy 0.9985; limiting order 1.0000
mode 4 misaligned, 79 elements, p=3: relative error 9.116e-06
 order from 39 to 79: 1.028; error/unresolved energy 0.9993; limiting order 1.0000
mode 5, straddling element 0.04 to 0.02 nm, p=2: relative error 9.329e-06, order 0.997
mode 5, straddling element 0.04 to 0.02 nm, p=3: relative error 8.256e-06, order 1.001
rough neglected effects on the mode 4 frequency:
 misfit 0.04, Grueneisen 1.0: 4.9 %
 0.5 nm mixed interfaces: +0.08 %
 Ge lattice 0.57 nm, zone-edge shear 2.4 THz: -0.54 %
 softening 1e-04 1/K over 100 K: -0.50 %
thermal frequency kB T/h at 300 K: 6.25 THz
checks complete
```
